# Spin products as a complete orthonormal basis for binary alloy energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: the basis and the projection theorem

### The decision that depends on it

Someone who builds a cluster expansion from computed alloy energies has to decide how to obtain the interaction coefficients. One way is to compute each coefficient once, as an average over configurations, and keep it when further clusters are added. The other is to fit a chosen set of coefficients to a chosen set of structures, and to refit whenever either set changes. The first way is justified if the cluster functions are orthonormal under the average being used. That no energy is out of reach of the expansion is a separate property, completeness. Both are proved here, together with the conditions under which a fit returns the same coefficients as the average.

### Setting and assumptions

Take \(N\) labelled sites, with \(N\) finite. Each site holds an atom A or an atom B, recorded by a spin variable

\[
\sigma_i=+1\ \text{for A},\qquad \sigma_i=-1\ \text{for B}.
\]

A configuration is the list \(\sigma=(\sigma_1,\dots,\sigma_N)\), and there are \(2^N\) of them. Three assumptions are made.

1. The energy \(E(\sigma)\) is a real, single-valued function of the configuration. It may include relaxation of the atoms, provided that one relaxed state is assigned to each configuration.
2. A cluster \(\alpha\) is any subset of the sites, whether or not its members are neighbours. The empty set and the set of all sites are included. The number of sites in \(\alpha\) is \(|\alpha|\).
3. Averages give every configuration the same weight, \(2^{-N}\). All compositions are therefore included.

The cluster functions are

\[
\Phi_\alpha(\sigma)=\prod_{i\in\alpha}\sigma_i,\qquad \Phi_\varnothing(\sigma)=1,
\]

and the inner product of two real functions of the configuration is

\[
\langle f,g\rangle=\frac{1}{2^N}\sum_\sigma f(\sigma)g(\sigma).
\]

This is symmetric and linear in each argument. Also \(\langle f,f\rangle\) is a sum of squares with positive weights, so it vanishes only if \(f\) vanishes on every configuration. It is therefore a genuine inner product on the space of functions of \(\sigma\). That space has dimension \(2^N\), because a function is specified by its \(2^N\) values.

**Theorem.** Under these assumptions the \(2^N\) functions \(\Phi_\alpha\) form a complete orthonormal basis, and every energy function has the unique expansion

\[
E(\sigma)=\sum_\alpha V_\alpha\Phi_\alpha(\sigma),\qquad
V_\alpha=\langle\Phi_\alpha,E\rangle .
\]

The coefficients \(V_\alpha\) are called the effective cluster interactions. In the convention used here each \(V_\alpha\) belongs to one cluster, and no count of equivalent clusters is absorbed into it.

### Lemma 1: one site

For \(N=1\) the functions \(1\) and \(\sigma\) are orthonormal, and they span all functions of \(\sigma=\pm1\).

*Proof.* The three inner products are

\[
\langle1,1\rangle=\tfrac12(1+1)=1,\quad
\langle1,\sigma\rangle=\tfrac12(1-1)=0,\quad
\langle\sigma,\sigma\rangle=\tfrac12(1+1)=1 .
\]

A function with values \(f(+1)\) and \(f(-1)\) can be written

\[
f(\sigma)=\frac{f(+1)+f(-1)}2+\frac{f(+1)-f(-1)}2\,\sigma .
\]

Setting \(\sigma=+1\) leaves \(f(+1)\), and setting \(\sigma=-1\) leaves \(f(-1)\). ∎

No higher power of \(\sigma\) is needed on one site, since \(\sigma^2=1\). This is why a site appears at most once in a cluster function.

### Lemma 2: orthonormality

For any two clusters, \(\langle\Phi_\alpha,\Phi_\beta\rangle=\delta_{\alpha\beta}\).

*Proof.* In the product \(\Phi_\alpha\Phi_\beta\), a site that belongs to both clusters contributes \(\sigma_i^2=1\). A site that belongs to one of them contributes \(\sigma_i\). Hence

\[
\Phi_\alpha\Phi_\beta=\Phi_{\alpha\triangle\beta},
\]

where the symmetric difference \(\alpha\triangle\beta\) is the set of sites that lie in one of the two clusters but not in both. Write \(\gamma=\alpha\triangle\beta\). The sum over configurations is an independent sum over each spin, so the average factorizes:

\[
\langle\Phi_\alpha,\Phi_\beta\rangle
=\frac1{2^N}\sum_\sigma\prod_{i\in\gamma}\sigma_i
=\prod_{i\in\gamma}\Bigl(\frac12\sum_{\sigma_i=\pm1}\sigma_i\Bigr)
\prod_{i\notin\gamma}\Bigl(\frac12\sum_{\sigma_i=\pm1}1\Bigr).
\]

Each factor in the first product is 0, and each factor in the second is 1. If \(\gamma\) has a member, the result is 0. If \(\gamma\) is empty, the first product has no factors and the result is 1. The set \(\gamma\) is empty when \(\alpha=\beta\) and not otherwise. ∎

The proof uses two properties of the average: different sites are independent, and the mean spin on each site is zero. The second half shows what happens when either property is lost.

### Lemma 3: completeness

For any two configurations \(\sigma\) and \(\tau\),

\[
\frac1{2^N}\sum_\alpha\Phi_\alpha(\sigma)\Phi_\alpha(\tau)=\delta_{\sigma\tau}.
\]

*Proof.* For any numbers \(x_1,\dots,x_N\),

\[
\prod_{i=1}^N(1+x_i)=\sum_\alpha\prod_{i\in\alpha}x_i ,
\]

because multiplying out the left side means choosing either \(1\) or \(x_i\) from each factor, and the sites where \(x_i\) is chosen form one subset \(\alpha\). Every subset arises once. Set \(x_i=\sigma_i\tau_i\). Then \(\prod_{i\in\alpha}x_i=\Phi_\alpha(\sigma)\Phi_\alpha(\tau)\), and dividing by \(2^N\) gives

\[
\frac1{2^N}\sum_\alpha\Phi_\alpha(\sigma)\Phi_\alpha(\tau)
=\prod_{i=1}^N\frac{1+\sigma_i\tau_i}{2}.
\]

If \(\sigma_i=\tau_i\), the factor is \((1+1)/2=1\). If \(\sigma_i=-\tau_i\), it is \((1-1)/2=0\). The product is therefore 1 when the configurations agree on every site, and 0 as soon as they differ on one. ∎

Counting gives the same conclusion. Orthonormal functions are linearly independent, and \(2^N\) independent functions in a space of dimension \(2^N\) span it. The explicit sum has the advantage of showing how the functions combine to single out one configuration.

### Proof of the theorem

Begin with the identity \(E(\sigma)=\sum_\tau\delta_{\sigma\tau}E(\tau)\) and replace the delta by Lemma 3:

\[
E(\sigma)=\sum_\tau\frac1{2^N}\sum_\alpha\Phi_\alpha(\sigma)\Phi_\alpha(\tau)E(\tau).
\]

Both sums are finite, so their order may be exchanged:

\[
E(\sigma)=\sum_\alpha\Phi_\alpha(\sigma)
\Bigl[\frac1{2^N}\sum_\tau\Phi_\alpha(\tau)E(\tau)\Bigr]
=\sum_\alpha\langle\Phi_\alpha,E\rangle\,\Phi_\alpha(\sigma).
\]

This is the expansion with \(V_\alpha=\langle\Phi_\alpha,E\rangle\). For uniqueness, suppose that \(E=\sum_\beta c_\beta\Phi_\beta\) with some coefficients \(c_\beta\). Taking the inner product with \(\Phi_\alpha\) and using Lemma 2,

\[
\langle\Phi_\alpha,E\rangle=\sum_\beta c_\beta\langle\Phi_\alpha,\Phi_\beta\rangle
=\sum_\beta c_\beta\delta_{\alpha\beta}=c_\alpha ,
\]

so each coefficient must be the projection. ∎

**Remark (what has not been assumed).** The proof uses no property of the forces, and the range of the interactions plays no part. It follows that completeness says nothing about how fast \(V_\alpha\) falls with cluster size or distance. A short expansion has a small root-mean-square error over all configurations when the squares of the coefficients beyond the retained clusters have a small sum (Proposition 3). It is not enough that each coefficient is small, since the omitted clusters are numerous, and the size of the sum has to be established for each system. A small root-mean-square error does not exclude a large error for a single configuration.

**Remark (where the assumptions fail).** If one configuration can relax into several states, then \(E(\sigma)\) is undefined until a rule selects one of them. If atoms move so far that they can no longer be assigned to sites, the spin variables no longer label the structure. The theorem also makes no statement about convergence as \(N\to\infty\), since the exchange of sums above relied on their being finite.

### Two sites written out

For \(N=2\) the basis is \(1,\sigma_1,\sigma_2,\sigma_1\sigma_2\). Let \(E_{AB}\) be the energy with A on site 1 and B on site 2, and similarly for the others. The projections are

\[
\begin{aligned}
V_\varnothing&=\tfrac14(E_{AA}+E_{AB}+E_{BA}+E_{BB}),\\
V_1&=\tfrac14(E_{AA}+E_{AB}-E_{BA}-E_{BB}),\\
V_2&=\tfrac14(E_{AA}-E_{AB}+E_{BA}-E_{BB}),\\
V_{12}&=\tfrac14(E_{AA}-E_{AB}-E_{BA}+E_{BB}).
\end{aligned}
\]

The signs in each line are the values of the corresponding cluster function on AA, AB, BA and BB. Adding all four lines gives the energy at \(\sigma_1=\sigma_2=+1\). In that sum \(E_{AA}\) appears with coefficient \(4/4=1\), while each other energy has two plus signs and two minus signs and cancels.

### Proposition 1: an interaction is a difference of averaged energies

Fix the spins on a cluster \(\alpha\) at values \(s=(s_i)_{i\in\alpha}\), and average the energy over all arrangements of the other sites:

\[
\bar E_\alpha(s)=\frac1{2^{N-|\alpha|}}\sum_{\sigma:\ \sigma_i=s_i,\ i\in\alpha}E(\sigma).
\]

Then

\[
V_\alpha=\frac1{2^{|\alpha|}}\sum_s\Bigl(\prod_{i\in\alpha}s_i\Bigr)\bar E_\alpha(s),
\qquad
\bar E_\alpha(s)=\sum_{\gamma\subseteq\alpha}V_\gamma\prod_{i\in\gamma}s_i .
\]

*Proof.* In the sum that defines \(V_\alpha\), group the configurations by their spins on \(\alpha\). Within a group \(\Phi_\alpha=\prod_{i\in\alpha}s_i\) is constant, and the sum of \(E\) over the group is \(2^{N-|\alpha|}\bar E_\alpha(s)\). Therefore

\[
V_\alpha=\frac{2^{N-|\alpha|}}{2^N}\sum_s\Bigl(\prod_{i\in\alpha}s_i\Bigr)\bar E_\alpha(s),
\]

and the prefactor is \(2^{-|\alpha|}\). For the second formula, insert the expansion of \(E\) into the definition of \(\bar E_\alpha\). A cluster with a site outside \(\alpha\) contains a spin that is averaged to zero. A cluster \(\gamma\) inside \(\alpha\) keeps its fixed value \(\prod_{i\in\gamma}s_i\). ∎

For a single site the first formula gives \(V_i=(\bar E_A-\bar E_B)/2\), which is half the mean energy change when B on that site is replaced by A. For a pair it gives

\[
V_{ij}=\tfrac14\bigl(\bar E_{AA}+\bar E_{BB}-\bar E_{AB}-\bar E_{BA}\bigr).
\]

A positive \(V_{ij}\) means that the mean of \(\bar E_{AB}\) and \(\bar E_{BA}\) lies below the mean of \(\bar E_{AA}\) and \(\bar E_{BB}\). One of the two like occupations can still be the lowest of the four if the point interactions are large. The sign of \(V_{ij}\) does not settle which arrangement of the alloy has the lowest energy either, because the other interactions also contribute.

The pair interaction is thus not the energy of an isolated bond. It contains whatever the rest of the alloy does in response to the four occupations, averaged over the arrangements of that rest.

### Bond energies as a limiting case

There is a case in which the pair interaction reduces to bond energies. Let the energy be a sum of nearest-neighbour bond energies \(w_{AA}\), \(w_{AB}=w_{BA}\) and \(w_{BB}\), on a lattice where every site has one bond to each of \(z\) distinct neighbours. The two-site formulas applied to one bond give

\[
w(\sigma,\sigma')=w_0+w_1(\sigma+\sigma')+w_2\,\sigma\sigma',
\]

\[
w_0=\frac{w_{AA}+w_{BB}+2w_{AB}}4,\quad
w_1=\frac{w_{AA}-w_{BB}}4,\quad
w_2=\frac{w_{AA}+w_{BB}-2w_{AB}}4 .
\]

In \(w_1\) the two mixed energies have cancelled, because they are equal. There are \(zN/2\) bonds, each site belongs to \(z\) of them, and each neighbouring pair belongs to one. Adding the bonds gives

\[
V_\varnothing=\frac{zN}2w_0,\qquad V_i=z\,w_1,\qquad V_{nn}=w_2 ,
\]

where \(nn\) denotes a nearest-neighbour pair. By uniqueness these are the projections, and all other \(V_\alpha\) vanish. If a small periodic cell joins two sites by two bonds, the interaction of that pair is \(2w_2\) instead.

### Why spins rather than occupations

The occupation \(p_i=(1+\sigma_i)/2\) equals 1 for A and 0 for B. Products of the \(p_i\) over clusters are also complete, because \(\sigma_i=2p_i-1\) turns every spin product into a combination of occupation products. They are not orthogonal under the uniform average, since

\[
\langle1,p_i\rangle=\tfrac12(1+0)=\tfrac12 .
\]

An expansion in occupations therefore represents the same energies, but its coefficients are not the inner products of \(E\) with those functions. Completeness allows the expansion to exist. Orthogonality keeps the least-squares coefficients unchanged when clusters are added (Proposition 3). With normalization as well, each coefficient is the inner product of \(E\) with its own function.

## Second half: symmetry, truncation, weights and a relaxed ring

### Symbols and results carried over

There are \(N\) sites with \(\sigma_i=+1\) for A and \(-1\) for B. For a cluster \(\alpha\) of \(|\alpha|\) sites, \(\Phi_\alpha=\prod_{i\in\alpha}\sigma_i\). The inner product \(\langle f,g\rangle\) is the uniform average of \(fg\) over all \(2^N\) configurations. The \(\Phi_\alpha\) are orthonormal and complete, so \(E=\sum_\alpha V_\alpha\Phi_\alpha\) with \(V_\alpha=\langle\Phi_\alpha,E\rangle\). A pair interaction is \(V_{ij}=(\bar E_{AA}+\bar E_{BB}-\bar E_{AB}-\bar E_{BA})/4\), where the bar averages over the other sites. For pure bond energies \(w\), the nearest-neighbour value is \((w_{AA}+w_{BB}-2w_{AB})/4\).

The cluster functions have been shown to form a complete orthonormal basis under the uniform average, so every energy function of the configuration has a unique expansion whose coefficients are its projections. What remains is to treat symmetry, truncation, fits to selected structures and other weights, and to work through a ring that relaxes.
